# How strongly does silicon slow a 500 eV argon ion?

**Question.** An argon ion enters solid silicon with 500 eV, an energy met in plasma etching. How much energy does it lose per nanometre to collisions with silicon atoms, how does that loss scale with energy and with the choice of ion and target, and how far does the ion travel?

**Answer.** The universal nuclear stopping is about 0.24 keV/nm, and the track is a few nanometres long. Near 500 eV the stopping grows roughly as the 0.4 power of the energy. The stopping follows from two-body mechanics and a model potential. The track length needs more care, because one collision can take nearly all the energy.

### Energy lost in one collision

Let the ion have mass $M_1$, atomic number $Z_1$, speed $v$ and laboratory energy $E=M_1v^2/2$. The silicon atom, $M_2$ and $Z_2$, is free and at rest. The collision is taken as elastic and classical.

The centre of mass moves with velocity $V_c=M_1v/(M_1+M_2)$. Seen from it, the silicon atom approaches with speed $V_c$ and leaves with the same speed, its velocity turned by the deflection angle $\theta$. Its laboratory velocity after the collision is therefore the difference of two vectors of length $V_c$ at an angle $\theta$, which has length $2V_c\sin(\theta/2)$. The transferred energy is

$$T=\frac{M_2}{2}\,4V_c^2\sin^2\frac\theta2
=\frac{2M_2M_1^2v^2}{(M_1+M_2)^2}\sin^2\frac\theta2 .$$

Inserting $v^2=2E/M_1$ gives

$$T=\gamma E\sin^2\frac\theta2,\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.$$

For $M_1=39.948$ u and $M_2=28.085$ u, $\gamma=0.970$. A head-on collision can thus take 484.8 eV from a 500 eV ion.

The ion's own laboratory velocity is the sum of $V_c$ along the original direction and a vector of length $M_2v/(M_1+M_2)$ at angle $\theta$ to it. Dividing the forward component by the length of the sum gives the laboratory deflection $\psi$:

$$\cos\psi=\frac{M_1+M_2\cos\theta}{\sqrt{M_1^2+M_2^2+2M_1M_2\cos\theta}} .$$

Since $M_1>M_2$, the numerator is positive, so a single collision cannot turn the ion backwards.

### From the potential to the deflection

In atomic units, with $\hbar=m_e=e=4\pi\varepsilon_0=1$, the Ziegler-Biersack-Littmark (ZBL) universal potential is

$$V(r)=\frac{Z_1Z_2}{r}\,\phi\!\left(\frac ra\right),\qquad
a=\frac{0.8853}{Z_1^{0.23}+Z_2^{0.23}},$$

$$\begin{aligned}\phi(x)={}&0.18175e^{-3.1998x}+0.50986e^{-0.94229x}\\
&+0.28022e^{-0.4029x}+0.02817e^{-0.20162x}.\end{aligned}$$

The factor $\phi$ describes how electrons screen the nuclear repulsion. Its coefficients, and the exponent 0.23, are empirical input to this model.

The relative motion has reduced mass $\mu=M_1M_2/(M_1+M_2)$ and energy

$$E_c=\frac{\mu v^2}{2}=\frac{M_2}{M_1+M_2}E .$$

Let $b$ be the impact parameter and $\alpha$ the polar angle. Conservation of angular momentum gives $\dot\alpha=vb/r^2$. Conservation of energy gives

$$\frac{\mu\dot r^2}{2}=E_c-V-\frac{\mu r^2\dot\alpha^2}{2}
=E_c\left(1-\frac V{E_c}-\frac{b^2}{r^2}\right).$$

On the outgoing branch, $\dot r=v\sqrt{1-V/E_c-b^2/r^2}$. Dividing $\dot\alpha$ by $\dot r$ and integrating from the closest approach $r_0$ gives the angle swept on one half of the orbit. The two halves are equal, and an undeflected orbit sweeps $\pi$, so

$$\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V/E_c-b^2/r^2}} .$$

Now set $x=r/a$, $\beta=b/a$ and

$$\varepsilon=\frac{aE_c}{Z_1Z_2}.$$

Then $V/E_c=\phi(x)/(\varepsilon x)$ and $b^2/r^2=\beta^2/x^2$. The deflection depends on $\varepsilon$ and $\beta$ alone. This is what makes one stopping curve serve all atom pairs within the model.

### The stopping cross-section

An ion crossing a thickness $dz$ of randomly placed atoms meets $N\,2\pi b\,db\,dz$ of them at impact parameters between $b$ and $b+db$, where $N$ is the atom density. The mean loss per length is $NS$, with

$$S=\int_0^\infty T\,2\pi b\,db
=\pi a^2\gamma E\int_0^\infty\sin^2\frac\theta2\,d(\beta^2),$$

because $2\pi b\,db=\pi a^2d(\beta^2)$. Define the reduced stopping

$$s(\varepsilon)=\varepsilon\int_0^\infty\sin^2\frac\theta2\,d(\beta^2).$$

Then $S=\pi a^2(\gamma E/\varepsilon)s$. The ratio in brackets is

$$\frac{\gamma E}{\varepsilon}
=\frac{4M_1M_2E}{(M_1+M_2)^2}\,
\frac{Z_1Z_2(M_1+M_2)}{aM_2E}
=\frac{4M_1Z_1Z_2}{a(M_1+M_2)},$$

so

$$S=4\pi aZ_1Z_2\frac{M_1}{M_1+M_2}\,s(\varepsilon).$$

The integral for $s$ has no simple closed form for the screened potential. The universal fit to it is

$$s(\varepsilon)=\frac{\ln(1+1.1383\varepsilon)}
{2\left(\varepsilon+0.01321\varepsilon^{0.21226}+0.19593\sqrt\varepsilon\right)} .$$

### The number for argon in silicon

A rough silicon density of 2.33 g/cm³, divided by the atomic mass, gives $N=49.96$ nm$^{-3}$. With $Z_1=18$ and $Z_2=14$, the screening length is $a=0.01240$ nm. The centre-of-mass energy is $500\times28.085/68.033=206.4$ eV.

Outside atomic units, $Z_1Z_2$ is multiplied by $e^2/(4\pi\varepsilon_0)=1.440$ eV nm. Hence

$$\varepsilon=\frac{0.01240\times206.4}{18\times14\times1.440}=0.00705 .$$

In the fit, the logarithm is 0.00799. The three terms in the bracket are 0.00705, 0.00461 and 0.01645, with sum 0.0281. Therefore $s=0.00799/(2\times0.0281)=0.1422$, and

$$\begin{aligned}
S&=4\pi(0.01240)(252)(1.440)\frac{39.948}{68.033}(0.1422)\\
&\approx4.72\ \text{eV nm}^2 .
\end{aligned}$$

Multiplication by $N$ gives $NS=236$ eV/nm, which is 0.236 keV/nm or 23.6 eV/Å.

The fit can be compared with the integral it replaces. The closest approach was found by bisection, and the integrals over the orbit and over impact parameters up to $30a$ were done by Gauss-Legendre quadrature. This gives 236.2 eV/nm at 500 eV, against 235.8 eV/nm from the fit. At 100 eV the values are 110.6 and 110.4 eV/nm, and at 25 eV they are 51.3 and 51.4 eV/nm. The fitting error is negligible here; the choice of potential matters far more.

### How the stopping scales

Two limits show why the energy dependence is weak. First replace the atom by a hard sphere of radius $R$. Specular reflection gives $b=R\cos(\theta/2)$, so $\sin^2(\theta/2)=1-b^2/R^2$ and

$$S=\pi\gamma E\int_0^{R^2}\left(1-\frac{w}{R^2}\right)dw
=\frac{\pi R^2}{2}\gamma E,\qquad w=b^2.$$

A fixed collision area would make the stopping proportional to $E$. A real ion penetrates further into the screened repulsion as its energy rises, so the effective area shrinks and $S$ grows more slowly than $E$.

At high energy most of the relevant collisions pass inside the screening cloud. Put $\phi=1$ and $u=1/x$ in the deflection integral, and write $q=1/(2\varepsilon\beta)$. Completing the square gives

$$1-\frac u\varepsilon-\beta^2u^2=1+q^2-(\beta u+q)^2 .$$

The half-orbit angle is therefore

$$\int\frac{\beta\,du}{\sqrt{1+q^2-(\beta u+q)^2}}
=\frac\pi2-\arcsin\frac q{\sqrt{1+q^2}}
=\frac\pi2-\arctan q,$$

with $u$ running from zero to the turning point. Hence $\theta=2\arctan q$ and $\sin^2(\theta/2)=1/(1+4\varepsilon^2\beta^2)$. If screening cuts off the collisions at $\beta=B$, a number of order one, then

$$s\approx\varepsilon\int_0^{B^2}\frac{dw}{1+4\varepsilon^2w}
=\frac{\ln(1+4\varepsilon^2B^2)}{4\varepsilon},\qquad w=\beta^2.$$

For $\varepsilon\gg1$ this tends to $\ln\varepsilon/(2\varepsilon)$ at leading logarithmic order, as does the fit. Nuclear stopping thus falls as the energy of a fast ion rises. The same need not hold for the total loss, to which electrons also contribute. For argon in silicon, $\varepsilon=1$ corresponds to about 71 keV, so the 500 eV ion is far on the low-energy side.

There the local exponent $p=d\ln S/d\ln E$ describes the scaling. For $\varepsilon\ll1$ the logarithm in the fit is nearly proportional to $\varepsilon$ and contributes 1 to $p$. The bracket subtracts its own exponent, the average of 1, 0.212 and 0.5 weighted by its three terms:

$$p\approx1-\frac{0.00705+0.212(0.00461)+0.5(0.01645)}{0.0281}
\approx0.42 .$$

A 10% change in ion energy near 500 eV therefore changes the stopping by about 4%.

Over a range where $s\approx C\varepsilon^p$ with $C$ and $p$ fixed, substitution of $\varepsilon$ gives

$$S\propto a^{1+p}(Z_1Z_2)^{1-p}
\frac{M_1M_2^p}{(M_1+M_2)^{1+p}}E^p .$$

This compares ion-target pairs at similar $\varepsilon$. For a given pair at fixed energy, the loss per length is proportional to $N$, so the ion paths and depths found below, and their spreads, scale as $1/N$.

### How long is the track?

Dividing the energy by the initial stopping gives $500/235.8=2.12$ nm. This is too short for a continuously slowing ion, because the stopping falls as the ion slows. If $p$ were constant and less than one, the path would be

$$L=\int_0^E\frac{dE'}{NS(E)(E'/E)^p}
=\frac{E}{(1-p)NS(E)} .$$

With $p=0.418$ this gives 3.6 nm. Numerical integration of the full fit gives 4.64 nm. The difference arises because $p$ rises at lower energy: the values at 100 and 25 eV imply a mean exponent of $\ln(110.4/51.4)/\ln4=0.55$ between them. As $\varepsilon\to0$ the fit tends to $\varepsilon^{0.788}$, so the integral still converges. This limit belongs to the fit alone. The fit follows the scattering integral down to about 1 eV but overestimates it at lower energies, by 13% at 0.01 eV. With the directly integrated stopping the path to zero energy is somewhat longer, above 4.7 nm.

Its low-energy end should not be trusted. Assign each atom an area $N^{-2/3}$, equal to a disc of radius 0.153 nm. The head-on closest approach reaches this radius when $E_c=V(0.153\text{ nm})$, or $E=24.5$ eV. This marks no sharp threshold, but near and below that energy the ion can be repelled appreciably by several atoms at once, and isolated binary collisions are doubtful. Impact parameters beyond the disc supply 0.7% of the stopping at 500 eV but 16% at 25 eV. Stopping the count at 25 eV leaves a path of 3.20 nm; the discarded tail is 1.44 nm.

### What discrete collisions change

Continuous slowing replaces a few violent events by a steady drag. At 500 eV, collisions that transfer more than 100 eV supply 74% of the stopping. At the initial mean rate, the loss over one atomic spacing, $N^{-1/3}=0.27$ nm, would be 64 eV, but individual ions depart widely from this value.

Treat the collisions one at a time, and count all impact parameters up to a large $b_m$. Distant, weak collisions then overlap in space, but the model simply adds their effects. The mean flight between collisions is $\lambda=1/(N\pi b_m^2)$. Let $R(E)$ be the mean path until the energy first falls below 25 eV, with $R=0$ below that energy. One flight followed by one collision gives

$$R(E)=\lambda+\langle R(E-T)\rangle,$$

where the average is uniform over the disc of radius $b_m$. For small transfers, $R(E-T)\approx R(E)-TR'(E)$. Since $\langle T\rangle=S/(\pi b_m^2)$, this reduces to $R'=\lambda/\langle T\rangle=1/(NS)$, the continuous-slowing result.

Large transfers have two opposing effects. The next Taylor term gives

$$\lambda=\langle T\rangle R'-\tfrac12\langle T^2\rangle R'' .$$

Where stopping rises with energy, the continuous path has $R''<0$. The last term is then positive, so $R'$ must be smaller and the path shorter. On the other hand, the final collision overshoots 25 eV. At constant stopping, a larger mean total loss would require a longer path.

The full equation settles the balance. It was solved as a linear system on a logarithmic energy grid, with $b_m=30a$, and gives $R=2.85$ nm, which is 11% below the continuous value of 3.20 nm.

Path is not depth, because collisions turn the ion. After a collision, the average further displacement lies along the new direction; averaging over azimuth leaves its component $\cos\psi$ along the old one. The mean depth $D$ along the entry direction therefore obeys

$$D(E)=\lambda+\langle\cos\psi\,D(E-T)\rangle .$$

The same numerical method gives $D=2.26$ nm. A random-flight simulation of 10,000 ions gives standard deviations of 1.5 nm in path and 1.3 nm in depth. The spread is thus more than half the mean in both cases. These values refer to an unbounded random medium, so ions that would escape through a surface are not removed. The atoms are also placed as in a gas, with no minimum distance between them. The more even spacing in a real solid can make the spread somewhat smaller.

### How far to trust the estimate

The potential can be varied. The Kr-C screening function is

$$\begin{aligned}\phi(x)={}&0.190945e^{-0.278544x}+0.473674e^{-0.637174x}\\
&+0.335381e^{-1.919249x}.\end{aligned}$$

With the Firsov length $a=0.8853/(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}$, the direct integral gives 260 eV/nm at 500 eV, 10% above the direct ZBL value. This difference measures sensitivity to the model; it is not an error bound. A potential computed for this one pair can differ by more. A rough Hartree-Fock curve for neutral Ar–Si, in a double-zeta basis and without electron correlation, lies 25 to 45% above ZBL between 0.06 and 0.12 nm and gives about 290 eV/nm.

Energy also goes to electrons. The Lindhard-Scharff model takes this loss proportional to speed, with cross-section in atomic units

$$S_e=\frac{8\pi Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,v .$$

It adds 19 eV/nm, or 8% of the nuclear stopping. Included down to zero energy, it shortens the continuous path from 4.64 to 4.17 nm. Thermal motion of the silicon atoms matters much less for the mean loss. At 300 K it typically shifts the energy of a single collision by about 1% at 500 eV and 5% at 25 eV, but the shifts go both ways and nearly cancel on average.

A surface under plasma etching can depart from the model in structure and composition. Bombardment disorders the crystal, which brings it closer to the random medium assumed here, although neighbouring atoms still keep a typical distance. If the disordered layer were 2% less dense, its stopping would be 2% lower and the lengths 2% greater. In an undamaged crystal, an ion aligned with an open channel can travel further, by an amount this model cannot give. Reactive species mixed into the surface change $N$, $Z_2$ and $M_2$ as well. The estimate of 0.24 keV/nm is thus the ZBL value for the mean initial rate of energy loss to nuclear collisions in pure, disordered silicon, which other potentials can move by 10 to 20% or more, and the few-nanometre track is a mean with a broad spread, not a sharp implantation depth.
